# The Bloch Operator, the Wigner-Eisenbud Expansion and Matching to the K-Matrix, part 2

The problem is a set of \(N\) coupled radial equations, in hartree atomic units with reduced mass 1:

\[ Hu = Eu, \qquad H = -\tfrac12 \frac{d^2}{dr^2} + W(r), \qquad W_{ij} = \Big[\frac{l_i(l_i+1)}{2r^2} + \epsilon_i\Big]\delta_{ij} + V_{ij}(r), \tag{1} \]

Here \(u\) is the column of radial functions, \(l_i\) and \(\epsilon_i\) are the angular momentum and threshold energy of channel \(i\), and \(V\) is real, symmetric, bounded, independent of \(E\) and negligible for \(r\ge a\). The columns of the real matrix \(U(r)\) are the \(N\) independent regular solutions. With \(b\) real, diagonal and energy-independent,

\[ Du = a\,u'(a) - b\,u(a), \qquad u(a) = R\,Du, \qquad R = U(a)\,(DU)^{-1}. \tag{2} \]

\[ U(a)^T\,DU = (DU)^T\,U(a), \tag{3} \]

Let \(\langle v|u\rangle=\int_0^a v\cdot u\,dr\) and \(\|u\|^2=\langle u|u\rangle\). For smooth functions vanishing at the origin, and any length \(\eta>0\),

\[ \langle v|Hu\rangle - \langle Hv|u\rangle = -\tfrac12\big[v(a)\cdot u'(a) - v'(a)\cdot u(a)\big], \tag{5} \]

\[ |u(a)|^2 \le \Big(\frac1a+\frac1\eta\Big)\|u\|^2 + \eta\,\|u'\|^2. \tag{8} \]

The Bloch operator

\[ L_b = \tfrac12\,\delta(r-a)\Big(\frac{d}{dr} - \frac{b}{a}\Big), \qquad \langle v|L_bu\rangle = \frac{1}{2a}\,v(a)\cdot Du, \tag{6} \]

makes the form of \(H+L_b\) symmetric. Its orthonormal eigenfunctions \(\chi_k\), with energies \(E_k\), obey \(D\chi_k=0\), and

\[ R_{ij}(E) = \sum_{k=1}^\infty\frac{\gamma_{ki}\gamma_{kj}}{E_k-E}, \qquad \gamma_{ki}=\frac{\chi_{ki}(a)}{\sqrt{2a}}. \tag{13} \]

In a finite basis the eigenfunctions are called pseudo-states and need not obey \(D\chi=0\). The termwise sum for \(Du\) is \(\sum_kc_kD\chi_k\), with \(c_k=\langle\chi_k|u\rangle\).

With \(U\) normalized so that \(DU=1\),

\[ \frac{dR}{dE}=\sum_k\frac{\gamma_k\gamma_k^T}{(E_k-E)^2} = 2a\int_0^aU^TU\,dr, \tag{14} \]

Writing \(R_b\) for \(R\) at a given \(b\), where \(U(a)\) is invertible,

\[ R_b^{-1}=R_0^{-1}-b. \tag{15} \]

For a non-degenerate level,

\[ \frac{\partial E_k}{\partial b_i}=-\gamma_{ki}^2. \tag{16} \]

For the free s wave with \(b=0\) and \(k^2=2E\),

\[ \frac{\tan ka}{ka}=\sum_{m=1}^\infty\frac{2}{(m-\frac12)^2\pi^2-(ka)^2}. \tag{17} \]

The tail of (13) after \(n\) poles per channel is estimated by

\[ \Delta R_{ij}\approx\frac{2\,\delta_{ij}}{\pi^2(n+l_i/2)} \qquad (b=0,\; l_i=0,1,\; E_n\gg E). \tag{18} \]

## Matching to the K-matrix and a two-channel example

The results carried over are these. The \(N\) coupled equations (1) have potential \(V\) negligible for \(r\ge a\), thresholds \(\epsilon_i\) and angular momenta \(l_i\). \(U(r)\) is the real matrix of regular solutions, \(b\) a real diagonal matrix, \(Du=a\,u'(a)-b\,u(a)\), and \(U(a)^TDU\) is symmetric, equation (3). Every regular solution obeys \(u(a)=R\,Du\), with \(R\) real, symmetric and equal to \(\sum_k\gamma_k\gamma_k^T/(E_k-E)\), where \(E_k\) and \(\gamma_k=\chi_k(a)/\sqrt{2a}\) belong to the eigenfunctions of \(H+L_b\). Also \(R_b^{-1}=R_0^{-1}-b\), \(\partial E_k/\partial b_i=-\gamma_{ki}^2\), and the tail of the series is estimated by (18).

Suppose first that all channels are open, \(k_i^2=2(E-\epsilon_i)>0\). For \(r\ge a\) the equations decouple and are solved by

\[ f_i=k_i^{-1/2}\,k_ir\,j_{l_i}(k_ir)\to k_i^{-1/2}\sin\theta_i, \qquad g_i=-k_i^{-1/2}\,k_ir\,y_{l_i}(k_ir)\to k_i^{-1/2}\cos\theta_i, \]

with \(\theta_i=k_ir-l_i\pi/2\) and \(j_l,y_l\) the spherical Bessel functions. Two solutions of an equation without a first-derivative term have a constant Wronskian, and at large \(r\) it is \(f_i'g_i-f_ig_i'=k_i^{-1}k_i(\cos^2\theta_i+\sin^2\theta_i)=1\) in every channel. Let \(f,g\) be the diagonal matrices of values at \(a\), and \(\tilde f=Df\), \(\tilde g=Dg\). Diagonal matrices commute, so the \(b\) terms cancel in

\[ \tilde fg-\tilde gf=a\,(f'g-g'f)=a\,\mathbb 1. \tag{20} \]

The K-matrix is defined by the matrix of regular solutions whose outer form is \(f(r)+g(r)K\); for one channel \(\sin\theta+K\cos\theta\propto\sin(\theta+\delta)\) with \(K=\tan\delta\). Because \(V\) is bounded, \(u\) and \(u'\) are continuous at \(a\), and each column obeys the inner relation: \(f+gK=R(\tilde f+\tilde gK)\). Collecting the terms in \(K\),

\[ K=-A^{-1}B, \qquad A=g-R\tilde g, \qquad B=f-R\tilde f. \tag{21} \]

The symmetry of \(K\) rests on (20). The condition \(A^{-1}B=B^TA^{-T}\) is equivalent to \(BA^T=AB^T\), and with \(R=R^T\)

\[ AB^T-BA^T=(g-R\tilde g)(f-\tilde fR)-(f-R\tilde f)(g-\tilde gR) = -(g\tilde f-f\tilde g)R+R(\tilde fg-\tilde gf)=-aR+Ra=0, \]

the terms \(gf-fg\) and \(R(\tilde g\tilde f-\tilde f\tilde g)R\) vanishing by commutation. Where \(\tilde g\) is invertible the symmetry can be displayed. Substituting \(R=(g-A)\tilde g^{-1}\) in \(B\) gives \(B=A\tilde g^{-1}\tilde f+(f\tilde g-g\tilde f)\tilde g^{-1}=A\tilde f\tilde g^{-1}-a\tilde g^{-1}\), and \(A=(g\tilde g^{-1}-R)\tilde g\), so

\[ K=-\tilde f\tilde g^{-1}+a\,\tilde g^{-1}\big(g\tilde g^{-1}-R\big)^{-1}\tilde g^{-1}. \tag{22} \]

Varying \(R\) in (22) with \(d(M^{-1})=-M^{-1}dM\,M^{-1}\), \(M=g\tilde g^{-1}-R\), and noting \(\tilde g^{-1}M^{-1}=A^{-1}\), gives the first-order propagation of an error,

\[ dK=a\,A^{-1}\,dR\,A^{-T}. \tag{23} \]

The factors \(k_i^{-1/2}\) make the Wronskian the same in all channels, which let \(a\) commute with \(R\). Without them the solution matrix is \((f+gK)k^{1/2}\), the coefficient of the irregular function is \(K^{\rm un}=k^{-1/2}Kk^{1/2}\), and \(K^{\rm un}_{12}/K^{\rm un}_{21}=k_2/k_1\).

For travelling waves put \(O=g+if\to k^{-1/2}e^{i\theta}\) and \(I=g-if\), so \(f=(O-I)/2i\), \(g=(O+I)/2\) and \(f+gK=[O(1+iK)-I(1-iK)]/2i\). Multiplying on the right by \(-2i(1-iK)^{-1}\), which exists for real symmetric \(K\), gives the form \(I-OS\) with

\[ S=(1+iK)(1-iK)^{-1}. \tag{24} \]

If \(K\) has eigenvalues \(\tan\delta_\alpha\), \(S\) has the same real eigenvectors and eigenvalues \(e^{2i\delta_\alpha}\); the \(\delta_\alpha\) are the eigenphases. Equations (21) and (24) break down formally at a pole of \(R\) and where \(A\) is singular, but \(S\) does not. Match \(U\) directly: \(UX=I-OS\) and \(DU\,X=\tilde I-\tilde OS\) at \(r=a\), with \(X\) a constant matrix. From (20), \(\mathrm{Im}(O^*\tilde O)=g\tilde f-f\tilde g=a\), and since \(I=O^*\), \(I\tilde O-\tilde IO=2ia\). With \(Y=O\,DU-\tilde OU\), the combinations \(YX=O\tilde I-\tilde OI=-2ia\) and \(Y^*X=-(I\tilde O-\tilde IO)S=-2iaS\) give

\[ S=Y^*Y^{-1}. \tag{25} \]

\(Y\) is invertible at every energy above all thresholds. Suppose \(Yz=0\), and set \(p=U(a)z\), \(q=DUz\). Then \(q=O^{-1}\tilde Op\), where \(O_i\neq0\) because (20) forbids \(f_i=g_i=0\). The number \(p^\dagger q=z^\dagger U^TDUz\) is real by (3), while its imaginary part is \(a\sum_i|p_i|^2/|O_i|^2\). Hence \(p=0\), \(q=0\), the solution \(Uz\) has zero value and slope at \(a\), and \(z=0\). Unitarity follows as well: in

\[ Y^\dagger Y=(DU)^T|O|^2DU+U^T|\tilde O|^2U-(DU)^TO^*\tilde OU-U^T\tilde O^*O\,DU \]

the imaginary part is \(-a(DU)^TU+aU^TDU=0\), so \(Y^TY^*=Y^\dagger Y\) and \(S^\dagger S=Y^{-\dagger}Y^TY^*Y^{-1}=1\). With columns normalized to \(r^{l_j+1}\) at the origin, \(U\) depends smoothly on \(E\), as do \(O\) and \(I\) away from thresholds, so \(S\) is smooth through each \(E_k\). At a pole of \(K\) an eigenphase equals \(\pi/2\) modulo \(\pi\).

\(K\) does not depend on \(b\): where \(R\) is invertible, \(R^{-1}A=R_b^{-1}g-(ag'-bg)=R_0^{-1}g-ag'\) by (15), the same holds for \(B\), and \(K=-(R^{-1}A)^{-1}(R^{-1}B)\). It does not depend on \(a\) either, as long as \(V\) is negligible beyond \(a\), since its definition refers to the solution of (1) on the whole half-line. The poles \(E_k\) move with both, so a pole of \(R\) is not in itself a resonance. A single s wave with \(b=0\) makes this quantitative. There \(\tilde f=k^{-1/2}ka\cos ka\) and \(\tilde g=-k^{-1/2}ka\sin ka\), so (21) gives \(K=(kaR-\tan ka)/(1+kaR\tan ka)\), which by the subtraction formula for the tangent means

\[ \delta=-ka+\arctan(kaR) \pmod\pi. \tag{26} \]

\(R=0\) gives the hard-sphere phase \(-ka\); the free value \(\tan(ka)/ka\) gives \(\delta=0\); and for \(k\to0\), \(\delta\to-ka[1-R(0)]\), so the scattering length is \(a[1-R(0)]\). If one pole dominates, so that the others add little to \(kaR\) compared with 1, the arctangent is close to \(\arctan[ka\gamma_k^2/(E_k-E)]\), for a narrow pole a Breit-Wigner step of \(\pi\) with half-width \(ka\gamma_k^2\). If the others add a nearly constant \(\tau\) to \(kaR\), the subtraction formula for the tangent shows that the half-width is reduced to \(ka\gamma_k^2/(1+\tau^2)\) and that the centre of the step moves from \(E_k\) to \(E_k+\tau\,ka\gamma_k^2/(1+\tau^2)\). For the free particle the half-width is \(k/a\) and the level spacing \(\pi k/a\); the steps overlap and cancel \(-ka\) completely. In this single-channel case, with a spacing near the free one, a pole is narrow compared with the spacing when \(a^2\gamma_k^2\ll1\), that is, when the state is small at the surface.

Now let some channels be closed, \(E<\epsilon_i\), \(\kappa_i^2=2(\epsilon_i-E)\), and label the open and closed blocks \(o\) and \(c\). A physical solution is proportional, for \(r\ge a\), to the decaying function \(h_i\) in each closed channel, so \((Du)_c=\Lambda u_c\) with the diagonal \(\Lambda_i=ah_i'(a)/h_i(a)-b_i\). The closed rows of \(u(a)=R\,Du\) read \(u_c=R_{co}(Du)_o+R_{cc}\Lambda u_c\), so \(u_c=(1-R_{cc}\Lambda)^{-1}R_{co}(Du)_o\). The open rows read \(u_o=R_{oo}(Du)_o+R_{oc}\Lambda u_c\), and \(\Lambda(1-R_{cc}\Lambda)^{-1}=(\Lambda^{-1}-R_{cc})^{-1}\) for invertible \(\Lambda\), so \(u_o=R_{\rm eff}(Du)_o\) with

\[ R_{\rm eff}=R_{oo}+R_{oc}\big(\Lambda^{-1}-R_{cc}\big)^{-1}R_{co}. \tag{27} \]

This is real and symmetric, and (21) to (24) hold in the open block with \(R_{\rm eff}\) for \(R\). If every channel is closed, \(u_c\neq0\) requires \(\det(1-R\Lambda)=0\), the bound-state condition. For \(l=1\), \(h=e^{-x}(1+1/x)\) with \(x=\kappa r\) and \(dh/dx=-e^{-x}(1+1/x+1/x^2)\), so \(ah'/h=-(x^2+x+1)/(x+1)=-x-1/(1+x)\) at \(x=\kappa a\).

The matching used that the outer functions are real, diagonal and have unit Wronskian. A diagonal long-range potential such as a Coulomb tail therefore leaves (21) intact once \(f\) and \(g\) are solutions of the outer equation with that Wronskian, \(K\) then being defined relative to them. Channel coupling that persists beyond \(a\) removes the diagonal property. An absorbing \(V\), which is complex and not Hermitian, destroys the reality of \(R\) and the unitarity of \(S\); a complex Hermitian \(V\) makes \(R\) Hermitian instead of real symmetric and leaves \(S\) unitary. An energy-dependent \(V\) removes the fixed set \(\chi_k\) behind (13). At a threshold the normalization \(k^{-1/2}\) is singular and smoothness of \(S\) is not implied.

The example is a model with round parameters: a spinless projectile on a target with an s ground state and a p excited state, at total angular momentum \(L=0\), so \(l=(0,1)\), with \(\epsilon=(0,0.5)\,E_h\) and

\[ V_{11}=-e^{-r^2/r_0^2}, \qquad V_{22}=-2e^{-r^2/r_0^2}, \qquad V_{12}=0.5\,(r/r_0)\,e^{-r^2/r_0^2} \]

in \(E_h\), \(r_0=1.5\,a_0\), \(a=8\,a_0\), \(b=0\). At the boundary the largest element of \(V\) is \(|V_{12}|=1.2\times10^{-12}E_h\). The digits below describe this model and serve to compare methods. The basis in channel \(i\) is \(r^{l_i+1}\) times 80 Jacobi polynomials, free at \(a\). The independent route in the numerical check is direct integration of (1), with \(K\) from a fit of values at \(r=11\) and \(12\,a_0\). With eight functions per channel and \(b=(1,-2)\), the matrix of \(H\) built from second derivatives has a largest asymmetry of \(7.15\,E_h\), matching (5), and that of \(H+L_b\) has \(10^{-12}E_h\). The largest ratio of the left to the right side of (8) over a basis of 30 functions per channel is 0.994, 0.943 and 0.556 for \(\eta=0.1\), 1 and \(10\,a_0\). The lowest poles, the first three of which are tested against shooting, are as follows, with their contributions to \(R_{11}\) at \(E=0.8\,E_h=21.77\) eV.

| \(k\) | \(E_k\) (\(E_h\)) | \(\gamma_{k1}\) | \(\gamma_{k2}\) | \(\gamma_{k1}^2/(E_k-E)\) |
|---|---|---|---|---|
| 1 | −0.077946 | 0.028095 | −0.000080 | −0.0009 |
| 2 | 0.052074 | 0.150298 | 0.000065 | −0.0302 |
| 3 | 0.335267 | 0.134393 | −0.000698 | −0.0389 |
| 4 | 0.548709 | 0.006423 | 0.130657 | −0.0002 |
| 5 | 0.682743 | 0.023524 | −0.113950 | −0.0047 |
| 6 | 0.792354 | 0.127500 | 0.023976 | −2.1261 |
| 7 | 0.992301 | 0.013210 | −0.128854 | 0.0009 |
| 8 | 1.400130 | 0.125544 | 0.025935 | 0.0263 |

The amplitudes are in \(E_h^{1/2}\); the free s-wave value is \(1/a=0.125\). The chosen energy happens to lie \(0.007646\,E_h\) above pole 6, which dominates: \(0.127500^2/(-0.007646)=-2.126\). The eight terms sum to \(-2.174\), and the full sum and the direct integration both give

\[ R_{11}=-2.122233, \qquad R_{12}=-0.387588, \qquad R_{22}=-0.090083, \]

so the higher poles add 0.052 to \(R_{11}\). Pole 6 alone gives \(0.127500^2/0.007646^2=278.1\,E_h^{-1}\) of \(dR_{11}/dE=278.3\,E_h^{-1}\), and (14) is tested against the integrated solution. With \(a^2\gamma_{61}^2=64\times0.016256=1.04\), this pole has nearly the free surface amplitude and does not meet the single-channel criterion for a narrow level.

The lowest 40 pseudo-states satisfy \(D\chi=0\) to rounding error, below \(10^{-9}a_0^{-1/2}\), although the basis does not impose it, while the highest has \(|D\chi|=1.1\times10^5a_0^{-1/2}\). For the solution with \((Du)_1=1\), the termwise sum is zero to \(10^{-11}\) over 40 states and 1.000000 over the full basis. Counting the 40 lowest poles as 20 per channel, (18) gives \(2/(20\pi^2)=0.010132\) and \(2/(20.5\pi^2)=0.009885\), against computed tails 0.010247 and 0.009967, about 1% larger relative to the estimates; the off-diagonal tail is \(-3\times10^{-6}\). For the free s wave the remainder of (17) after 1000 poles is \(2.0264\times10^{-4}=2/(1000\pi^2)\). A basis of 20 functions per channel also has 40 poles, and its largest absolute error in \(R\) is below \(10^{-7}\).

At \(E=0.8\,E_h\), \(k_1=1.264911\) and \(k_2=0.774597\,a_0^{-1}\), and in units of \(a_0^{1/2}\)

\[ f=(-0.569058,\,-1.147804), \quad g=(-0.683186,\,0.084612), \]
\[ \tilde f=(-6.913353,\,0.540144), \quad \tilde g=(5.758460,\,6.930011). \]

In channel 1, (20) reads \(4.72311+3.27690=8.0000\). The elements in (21) are \(A_{ij}=g_i\delta_{ij}-R_{ij}\tilde g_j\), for instance \(A_{11}=-0.683186+2.122233\times5.758460=11.537608\) and \(A_{12}=0.387588\times6.930011=2.685989\), and likewise for \(B\):

\[ A=\begin{pmatrix}11.537608&2.685989\\2.231910&0.708888\end{pmatrix}, \qquad B=\begin{pmatrix}-15.240804&0.209353\\-2.679533&-1.099146\end{pmatrix}, \]

with \(\det A=8.178872-5.994886=2.183986\). Then

\[ K_{11}=\frac{10.804023-7.197197}{2.183986}=1.6515, \qquad K_{12}=-\frac{0.148408+2.952294}{2.183986}=-1.4197, \]
\[ K_{21}=-\frac{34.016103-30.915401}{2.183986}=-1.4197, \qquad K_{22}=\frac{0.467257+12.681516}{2.183986}=6.0205. \]

\(K_{12}\) and \(K_{21}\) come from different products and agree. The unrounded R-matrix values 1.651485, −1.419734 and 6.020503 coincide with direct integration in all printed digits. Without \(k^{-1/2}\) the off-diagonal elements are −1.111002 and −1.814259, with ratio \(0.61237=k_2/k_1\).

The trace and determinant of \(K\) are 7.671988 and \(9.942770-2.015645=7.927125\), the eigenvalues are \(3.835994\mp2.605326\), and the eigenphases are 0.8884 and 1.4168 rad. Writing (24) as \(S=2(1-iK)^{-1}-1\) gives \(S_{12}=2iK_{12}/(1-\det K-i\,\mathrm{tr}K)\), so

\[ |S_{12}|^2=\frac{4\times2.015645}{6.927125^2+7.671988^2}=\frac{8.06258}{106.8445}=0.075461, \]

and \(|S_{11}|^2=0.924539\) completes the sum to 1. For the cross section, the s-wave part of \(e^{ik_1z}\) is \(\sin(k_1r)/k_1r=(i/2k_1r)(e^{-ik_1r}-e^{ik_1r})\). The first column of \(I-OS\), divided by \(r\), multiplied by unit-normalized channel functions and an amplitude \(\mathcal A\), has the same incoming wave if \(\mathcal A\,k_1^{-1/2}/\sqrt{4\pi}=i/2k_1\), so \(|\mathcal A|^2=\pi/k_1\). The outgoing flux in channel 2 is the velocity \(k_2\) times \(|\mathcal A|^2|S_{21}|^2/k_2\), and the incident flux density is \(k_1\). The \(L=0\) contribution is

\[ \sigma_{1\to2}=\frac{\pi}{k_1^2}|S_{12}|^2=\frac{\pi\times0.075461}{1.6}=0.1482\,a_0^2=0.0415\ \text{Å}^2. \]

Truncation is costly here. The 40 lowest poles alone give \(K_{11},K_{12},K_{22}=1.5576,\,-1.0244,\,4.3447\), errors of 6%, 28% and 28% relative to the converged values, from a change of 0.010 in the diagonal of \(R\). Adding the estimate (18) gives 1.6504, −1.4151, 6.0010, with relative errors of 0.07%, 0.3% and 0.3%. Equation (23) accounts for the sensitivity. The second row of \(A^{-1}\) is \((-2.231910,\,11.537608)/2.183986=(-1.0219,\,5.2828)\), so \(dK_{22}=8\,(1.044\,dR_{11}-10.80\,dR_{12}+27.91\,dR_{22})\). The part of the tail missed by (18), \(dR_{11},dR_{12},dR_{22}=(115,\,-3,\,82)\times10^{-6}\), gives \(0.0195\), equal to \(6.0205-6.0010\). For the whole tail the linear formula gives 2.3 against the actual 1.68; a change that large is outside first order.

Changing to \(b=(1,-2)\) moves poles 1 to 5 to −0.07905, 0.02619, 0.31704, 0.57209 and \(0.70624\,E_h\). The three with dominant \(\gamma_{k1}\) fall and the two with dominant \(\gamma_{k2}\) rise, the directions given by (16), and pole 1, with the smallest amplitude, moves least. Equation (15) can be followed by hand: \(\det R_0=0.040953\), so the elements (11, 12, 22) of \(R_0^{-1}\) are \(-2.1997\), \(9.4642\), \(-51.821\); subtracting \(b\) gives \(-3.1997\), \(9.4642\), \(-49.821\) with determinant 69.84; and inverting gives \(-0.7134\), \(-0.1355\), \(-0.0458\), in agreement with \(-0.713361\), \(-0.135512\), \(-0.045814\) from a separate diagonalization. With \(a=10\,a_0\) and \(b=0\) the poles are −0.07693, 0.02756, 0.19935, 0.48469, \(0.53434\,E_h\) and \(R=(0.164520,\,-0.195568,\,0.951550)\). In both cases \(K\) is unchanged in all printed digits. At \(10^{-6}E_h\) from pole 5 the largest element of \(R\) is \(0.113950^2/10^{-6}=1.298\times10^4\) in magnitude and changes sign across the pole, while no element of \(S\) changes by more than \(1.4\times10^{-5}\); direct integration at the pole gives the finite values \(K=(1.8390,\,-1.0089,\,2.9245)\).

At \(E=0.4\,E_h=10.885\) eV channel 2 is closed, with \(k_1=0.894427\) and \(\kappa_2=0.447214\,a_0^{-1}\). Then \(x=3.57771\) and \(\Lambda=-3.57771-0.21845=-3.79616\). The pole sum gives \(R=(-0.239567,\,0.003227,\,0.253395)\), and (27) gives

\[ R_{\rm eff}=-0.239567+\frac{0.003227^2}{-0.263424-0.253395}=-0.239567-0.000020=-0.239587. \]

With \(f=0.809699\), \(g=0.680015\), \(\tilde f=4.865794\), \(\tilde g=-5.793737\),

\[ K=-\frac{0.809699+1.165781}{0.680015-1.388104}=\frac{1.975480}{0.708089}=2.78988, \]

as from direct integration, and \(\delta=1.2266\) rad modulo \(\pi\). Equation (26) agrees: \(k_1a=7.1554\), \(\arctan(-1.7143)=-1.0427\), and \(-7.1554-1.0427+3\pi=1.2266\) up to rounding in the last place. Using \(R_{11}\) alone gives 2.790201, larger by \(3.2\times10^{-4}\), which is a fraction \(1.2\times10^{-4}\) of \(K\). Equation (23) predicts the absolute difference as \(8\times2.0\times10^{-5}/0.708089^2=3.2\times10^{-4}\). This small difference does not measure the strength of the coupling \(V_{12}\), which already enters \(R_{11}\) through the \(E_k\) and \(\gamma_k\). It measures the effect of replacing the decaying boundary condition in the closed channel by \((Du)_2=0\), and by (27) it is quadratic in \(R_{12}\).

## Calculated quantities

```
l = 0,1; thresholds = 0.0 0.5 Eh; r0 = 1.5 a0; a = 8.0 a0; basis/channel = 80
v11, v22, v12 = -1.0, -2.0, 0.5 Eh; |V22(a)| = 8.9e-13 Eh
1 Eh = 27.2114 eV; 1 a0 = 0.529177 angstrom
8-function test: max asymmetry H = 7.1513 Eh, H+L = 1.0e-12 Eh
surface inequality, eta = 0.1 a0: max ratio = 0.9938
surface inequality, eta = 1.0 a0: max ratio = 0.9428
surface inequality, eta = 10.0 a0: max ratio = 0.5558
pole 1: E_k = -0.077946 Eh, gamma = 0.028095 -0.000080 Eh^1/2
pole 2: E_k = 0.052074 Eh, gamma = 0.150298 0.000065 Eh^1/2
pole 3: E_k = 0.335267 Eh, gamma = 0.134393 -0.000698 Eh^1/2
pole 4: E_k = 0.548709 Eh, gamma = 0.006423 0.130657 Eh^1/2
pole 5: E_k = 0.682743 Eh, gamma = 0.023524 -0.113950 Eh^1/2
pole 6: E_k = 0.792354 Eh, gamma = 0.127500 0.023976 Eh^1/2
pole 7: E_k = 0.992301 Eh, gamma = 0.013210 -0.128854 Eh^1/2
pole 8: E_k = 1.400130 Eh, gamma = 0.125544 0.025935 Eh^1/2
max|D chi|: lowest 40 states 3.4e-11, top state 1.1e+05 a0^-1/2
E = 0.8 Eh = 21.769 eV; k1, k2 = 1.264911 0.774597 1/a0
R11 R12 R22: pole sum -2.122233 -0.387588 -0.090083
R11 R12 R22: ODE      -2.122233 -0.387588 -0.090083
dR/dE (11 12 22) = 278.323575 52.069535 11.548891 1/Eh
termwise D u (11): 40 poles -7.6e-12, full basis 1.000000
tail after 40 poles (11 12 22) = 0.010247 -0.000003 0.009967; estimate = 0.010132 0.009885
error of R, basis of 20 per channel (all 40 poles) = 6.5e-08
free s wave: tan(ka)/ka = 0.082313, remainder after 1000 poles = 2.0264e-04
f = -0.569058 -1.147804, g = -0.683186 0.084612 a0^1/2
Df = -6.913353 0.540144, Dg = 5.758460 6.930011 a0^1/2
K11 K12 K21 K22: R-matrix 1.651485 -1.419734 -1.419734 6.020503
K11 K12 K21 K22: ODE      1.651485 -1.419734 -1.419734 6.020503
without k^-1/2: K12, K21 = -1.111002, -1.814259
K (11 12 22), 40 poles: 1.557614 -1.024365 4.344733; plus tail estimate: 1.650379 -1.415104 6.001005
eigenphases = 0.888439 1.416778 rad
|S11|^2 = 0.924539, |S12|^2 = 0.075461
sigma(1->2, L=0) = 0.14817 a0^2 = 0.04149 angstrom^2
b = 1 -2: poles 1-5 = -0.07905 0.02619 0.31704 0.57209 0.70624 Eh
   R = -0.713361 -0.135512 -0.045814; K = 1.651485 -1.419734 6.020503
a = 10.0 a0: poles 1-5 = -0.07693 0.02756 0.19935 0.48469 0.53434 Eh
   R = 0.164520 -0.195568 0.951550; K = 1.651485 -1.419734 6.020503
pole 5, E_k -/+ 1e-06 Eh: max|R| = 1.298e+04, change of S = 1.4e-05
   K (11 12 22) at the pole, ODE = 1.838968 -1.008874 2.924508
E = 0.4 Eh = 10.885 eV; k1 = 0.894427, kappa2 = 0.447214 1/a0
R (11 12 22) = -0.239567 0.003227 0.253395; Lambda = -3.796159
R_eff = -0.239587
f, g, Df, Dg = 0.809699 0.680015 4.865794 -5.793737 a0^1/2
K: R-matrix 2.789880, ODE 2.789880, R11 alone 2.790201
phase shift (mod pi) = 1.226624 rad
```
